# Entropy limits of adsorbed CO and their effect on desorption

**Problem.** A CO molecule is adsorbed on a model surface made of square cells of side $a=3.0$ Å. Along the surface it feels the potential

$$V(x,y)=\frac W2\left[2-\cos\frac{2\pi x}{a}-\cos\frac{2\pi y}{a}\right],\qquad W=0.10\ \text{eV},$$

so that $W$ is the barrier between neighbouring cells. The well depth, measured from the potential minimum to the molecule far from the surface, is $D=0.65$ eV. Three further external modes, one vibration against the surface and two hindered rotations, are harmonic at 400 cm⁻¹ each. The C–O stretch is taken to be the same on the surface and in the gas, and drops out. A cell holds at most one molecule, and neighbours do not interact.

At $T=300$ K, bound the entropy of the adsorbed molecule by treating its lateral motion first as harmonic and then as a two-dimensional ideal gas. State when these really are bounds. Then find the resulting spread in the desorption prefactor, in the desorption rate constant, and in the coverage $\theta$ under 100 Pa of CO.

The surface parameters are round model values. CO supplies its mass, 28 u, and its bond length, 1.13 Å.

## A tempting solution

The standard formulas give a lateral entropy of 41.74 J/(mol K) for two harmonic modes and 54.16 J/(mol K) for free motion over one cell. A molecule tied to a site is more ordered than a free one, so these are the lower and upper bounds. The spread is

$$\Delta S=54.16-41.74=12.42\ \text{J/(mol K)},\qquad e^{\Delta S/R}=4.45 .$$

The well depth is the same in both descriptions, so the adsorption energy is the same and only the entropy differs. The adsorption equilibrium constant of the free molecule is therefore 4.45 times larger, and its desorption prefactor and rate constant are both 4.45 times smaller. If the harmonic description gives $\theta=0.19$, then $\theta/(1-\theta)=0.236$. Multiplying by 4.45 gives 1.05, or $\theta=0.51$ in the free limit.

## Where it goes wrong

The two entropies are right, and so is the prefactor ratio. The fault is the sentence "the well depth is the same, so the adsorption energy is the same". The well depth belongs to the potential minimum. The energy of the adsorbed molecule at 300 K also contains thermal energy, and this differs between the limits.

Classically, each quadratic term in the energy contributes $kT/2$. Two harmonic modes have two kinetic and two potential terms, hence $2kT$. Free motion in two dimensions has the kinetic terms alone, hence $kT$. With $\Delta$ meaning free minus harmonic,

$$\Delta F=\Delta U-T\Delta S\approx-kT-T\Delta S .$$

Equilibrium and rate constants at fixed $D$ follow $F$, so the tempting solution misses a factor close to $e$ in both.

There is also an unproved step. "More ordered" is no argument for a harmonic lower bound: on a sufficiently flat surface the harmonic formula gives the larger entropy of the two.

## The free limit

Let $q$ be the partition function of one molecule in one cell, with energies counted from the potential minimum and zero-point energy included. Whatever the model,

$$U=kT^2\frac{d\ln q}{dT},\qquad \frac Sk=\ln q+\frac{U}{kT}. \tag{1}$$

For free motion in one direction,

$$\frac1h\int_0^a dx\int_{-\infty}^{\infty}dp\,e^{-p^2/2mkT}=\frac{a\sqrt{2\pi mkT}}{h}=\frac a\Lambda,\qquad \Lambda=\frac{h}{\sqrt{2\pi mkT}} .$$

Two directions give $q_{\rm free}=a^2/\Lambda^2$. Since $q_{\rm free}\propto T$, equation (1) gives $U=kT$ and

$$\frac{S_{\rm free}}k=\ln\frac{a^2}{\Lambda^2}+1 .$$

Here $\Lambda=0.1905$ Å, so $q_{\rm free}=(3.0/0.1905)^2=248$ and $S_{\rm free}=8.314\,(5.514+1)=54.16$ J/(mol K).

This is the entropy per cell. A real two-dimensional gas of $N$ molecules on $M$ cells has $Z=(Mq)^N/N!$. With $\ln N!\approx N\ln N-N$ and $\theta=N/M$,

$$\frac{\ln Z}{N}=\ln q+\ln\frac MN+1=\ln q+1-\ln\theta .$$

The extra $k(1-\ln\theta)$ is not a privilege of the mobile molecule. Localized molecules can choose their cells in $\binom MN=M(M-1)\cdots(M-N+1)/N!$ ways, whose logarithm per molecule tends to that of $M^N/N!$ at low coverage and gives the same term. At $\theta=0.01$ it is worth 46.60 J/(mol K). Giving it to the gas alone would inflate the spread from 12.42 to 59.02 J/(mol K). It cancels here, and all entropies below omit it.

## The harmonic limit

Near a minimum, $1-\cos\varphi\approx\varphi^2/2$, so in each direction

$$V\approx\frac W2\cdot\frac12\left(\frac{2\pi x}{a}\right)^2=\frac12\kappa x^2,\qquad \kappa=\frac{2\pi^2W}{a^2},$$

$$\nu=\frac1{2\pi}\sqrt{\frac\kappa m}=\frac1a\sqrt{\frac{W}{2m}} .$$

This is 46.15 cm⁻¹, and $u=h\nu/kT=0.2213$. Summing the levels $(n+\tfrac12)h\nu$ as a geometric series gives, per mode,

$$q=\frac{e^{-u/2}}{1-e^{-u}}=\frac1{2\sinh(u/2)},\qquad \frac U{kT}=\frac u2+\frac{u}{e^u-1}.$$

In (1) the zero-point terms $\mp u/2$ cancel:

$$\frac Sk=\frac{u}{e^u-1}-\ln(1-e^{-u}) .$$

For the two modes together, $q_{\rm harm}=20.33$ and $S_{\rm harm}=41.74$ J/(mol K).

Because $u$ is small, the spread has a simple form. For $u\to0$ each mode has $q\to1/u$, and

$$\frac{q_{\rm free}}{q_{\rm harm}}\to\frac{a^2}{\Lambda^2}u^2=\frac{2\pi mkTa^2}{h^2}\cdot\frac{h^2W}{2ma^2(kT)^2}=\frac{\pi W}{kT}. \tag{2}$$

Mass and cell size cancel. The energies are $kT$ and $2kT$, so (1) gives

$$\frac{S_{\rm free}-S_{\rm harm}}k\to\ln\frac{\pi W}{kT}-1. \tag{3}$$

With $W/kT=3.868$, equation (2) gives 12.15, against 12.20 with quantized modes. Equation (3) gives 1.498, against 1.493. Methane with the same barrier would have the same classical lateral spread.

## When are they bounds?

**Upper bound.** Classically, the momentum part of the entropy is the same for every $V$. The position part is $-k\int p\ln p\,dA$, where $p$ is the probability density in the cell. Since $\ln t\le t-1$,

$$\int p\ln\frac1{pa^2}\,dA\le\int p\left(\frac1{pa^2}-1\right)dA=1-1=0 .$$

Hence $-\int p\ln p\,dA\le\ln a^2$, the value for uniform $p$. Likewise $V\ge0$ makes $\int e^{-V/kT}dA\le a^2$, so $q\le q_{\rm free}$.

**Lower bound.** Let $w=W/2kT$. The configuration integrals per direction are

$$\int_{-a/2}^{a/2}e^{-w[1-\cos(2\pi x/a)]}dx=a\,e^{-w}I_0(w),\qquad \int_{-\infty}^{\infty}e^{-2\pi^2wx^2/a^2}dx=\frac{a}{\sqrt{2\pi w}},$$

where $I_0(w)=\frac1{2\pi}\int_{-\pi}^{\pi}e^{w\cos\varphi}d\varphi$ is a modified Bessel function. Two effects compete. Inside the cell the true potential lies below its parabola, because $1-\cos\varphi\le\varphi^2/2$, and this tends to make the true integral the larger one. But the harmonic integral also collects the Gaussian tails outside the cell, which belong to neighbouring sites. For a low barrier the tails win.

The partition functions are in the expected order when $\sqrt{2\pi w}\,e^{-w}I_0(w)>1$, which requires $W>0.516\,kT$. For the entropy, add the mean potential energy. With $I_0'=I_1$, it is $w(1-I_1/I_0)$ in units of $kT$, against $\tfrac12$ for the harmonic mode. The difference, hindered minus harmonic, is per direction

$$\frac{\delta S}{k}=\ln I_0-w\frac{I_1}{I_0}+\frac12\ln(2\pi w)-\frac12 .$$

It is positive for $W>0.968\,kT$, or 0.025 eV at 300 K. Each threshold was the single sign change found for $w$ between 0.01 and 200. Below $W=(e/\pi)kT\approx0.87\,kT$ the failure is plain from (3): the harmonic "lower bound" exceeds the upper one.

These arguments are classical. The quantum levels of the periodic potential were also computed by diagonalization, for twelve barriers from $0.2\,kT$ to $40\,kT$. The free limit stayed above the true value in every case, and the harmonic limit changed sides in agreement with the two thresholds. This is a numerical check for this molecule and cell, not a proof.

Our barrier, $3.87\,kT$, is safely in the valid range. The diagonalization gives $q=24.52$ and $S=45.05$ J/(mol K), about a quarter of the way up the entropy interval. The three stiff modes add 12.20 J/(mol K) throughout, so the external entropy is bounded by

$$53.9\le S_{\rm ads}\le66.4\ \text{J/(mol K)},$$

with 57.25 J/(mol K) for the hindered motion.

## Prefactor and rate constant

Take a loose transition state: far enough out for the molecule to move freely along the surface and rotate freely, with no return after crossing. Then

$$k_{\rm des}=\frac{kT}{h}\,\frac{q^\ddagger}{q_{\rm ads}}\,e^{-D/kT},\qquad q^\ddagger=\frac{a^2}{\Lambda^2}q_{\rm rot},\qquad q_{\rm ads}=q_{\rm lat}\,q_{\rm stiff}. \tag{4}$$

For a linear molecule with unlike ends and moment of inertia $I$, replacing the sum over rotational levels by an integral gives $q_{\rm rot}=8\pi^2IkT/h^2=108.3$. It is proportional to $T$, so $S_{\rm rot}=R(\ln108.3+1)=47.27$ J/(mol K).

The Arrhenius parameters are defined by the tangent to $\ln k_{\rm des}$ against $1/T$. Differentiating (4) and using (1),

$$E_a=kT^2\frac{d\ln k_{\rm des}}{dT}=D+kT+U^\ddagger-U_{\rm ads},$$

where the term $kT$ comes from the factor $kT/h$. The prefactor is then

$$A=k_{\rm des}e^{E_a/kT}=\frac{kT}{h}\,e\,\exp\left[\ln q^\ddagger+\frac{U^\ddagger}{kT}-\ln q_{\rm ads}-\frac{U_{\rm ads}}{kT}\right]=\frac{kT}{h}\,e\,e^{(S^\ddagger-S_{\rm ads})/k}. \tag{5}$$

The well depth has gone, and the prefactor depends on entropies alone. With $S^\ddagger=54.16+47.27=101.43$ J/(mol K) and $kT/h=6.25\times10^{12}$ s⁻¹,

$$A_{\rm harm}=6.25\times10^{12}\,e^{1+(101.43-53.94)/8.314}=5.1\times10^{15}\ \text{s}^{-1},$$

$$A_{\rm free}=6.25\times10^{12}\,e^{1+(101.43-66.35)/8.314}=1.2\times10^{15}\ \text{s}^{-1}.$$

Their ratio is $e^{\Delta S/k}=4.45$, classically $\pi W/(e\,kT)$. Both exceed $kT/h$ by more than a factor of 100, even when the lateral motion was already free. The main reason is the rotational freedom gained on leaving: replacing the entropy of the three stiff modes by that of free rotation contributes $e^{(47.27-12.20)/8.314}\approx68$ in both limits, and (5) contains a further factor $e$.

The rate constant at fixed $D$ behaves differently. By (4) it is inversely proportional to $q_{\rm lat}$:

$$k_{\rm harm}=1.10\times10^6\ \text{s}^{-1},\qquad k_{\rm free}=9.0\times10^4\ \text{s}^{-1},$$

a ratio of 12.2. The activation energies account for the rest. They are 0.5756 eV (harmonic) and 0.6017 eV (free), which differ by about $kT=0.0259$ eV. This contributes $e^{0.0261/0.0259}\approx2.74$, and $4.45\times2.74\approx12.2$.

The hindered molecule has $A=3.4\times10^{15}$ s⁻¹ and $k_{\rm des}=9.1\times10^5$ s⁻¹, both inside their intervals. Its activation energy, 0.5702 eV, lies below both limits. The limits bracket $S$ and $q$, not $U$. For large $w$, the standard expansion $\ln I_0\approx w-\tfrac12\ln(2\pi w)+1/(8w)$ gives

$$w\left(1-\frac{d\ln I_0}{dw}\right)\approx\frac12+\frac1{8w},$$

which exceeds the harmonic value $\tfrac12$. At our $w=1.93$ the exact expression $w(1-I_1/I_0)$ gives 0.61, also above $\tfrac12$. The hindered molecule therefore holds more potential energy than the harmonic one, and $E_a$ contains $-U_{\rm ads}$.

## Coverage

In the steady state, arrival on empty cells balances desorption from filled ones. The flux from the gas is $p/\sqrt{2\pi mkT}=p\Lambda/h$. With the transition state chosen above, every molecule that reaches an empty cell sticks. Therefore

$$\frac{p\Lambda}{h}a^2(1-\theta)=k_{\rm des}\theta .$$

Inserting (4), the cell area cancels:

$$\frac{\theta}{1-\theta}=\frac{p\Lambda a^2}{h}\cdot\frac h{kT}\cdot\frac{\Lambda^2}{a^2}\cdot\frac{q_{\rm ads}}{q_{\rm rot}}e^{D/kT}=\frac{p\Lambda^3}{kT}\,\frac{q_{\rm lat}q_{\rm stiff}}{q_{\rm rot}}\,e^{D/kT}. \tag{6}$$

For the harmonic limit, $p\Lambda^3/kT=1.67\times10^{-10}$, $q_{\rm stiff}=0.0906$ and $e^{D/kT}=8.31\times10^{10}$, so

$$\frac\theta{1-\theta}=1.67\times10^{-10}\times\frac{20.33\times0.0906}{108.3}\times8.31\times10^{10}=0.236,\qquad\theta=0.19 .$$

The free limit multiplies this by 12.2, giving 2.88 and $\theta=0.74$. The hindered motion gives $\theta=0.22$.

At such coverages the free limit means the classical $q_{\rm free}=a^2/\Lambda^2$ per cell, with double occupation forbidden. (Hard walls around the cell would quantize the motion and lower $q$ to about $(a/\Lambda-\tfrac12)^2=232.5$, giving $\theta=0.73$.) It coincides with a true two-dimensional ideal gas only at low coverage. Without the exclusion rule the left side of (6) is $\theta$ itself, and 100 Pa would put 2.88 molecules in each cell. Lateral repulsion, left out here, would alter the larger coverages.

**What the value 0.51 means.** Using (1), the adsorbate factor in (6) can be rewritten as

$$q_{\rm ads}e^{D/kT}=e^{S_{\rm ads}/k}\,e^{(D-U_{\rm ads})/kT}.$$

If the heat of adsorption is held fixed instead of $D$, then $D-U_{\rm ads}$ is fixed and the factor is indeed $e^{\Delta S/k}=4.45$. The tempting solution answers this other question. It applies when the energy comes from a measured heat; the factor 12.2 applies when it comes from a calculated potential minimum.

**The largest possible spread.** Let $o=\theta/(1-\theta)$ in the harmonic limit and $R_q=q_{\rm free}/q_{\rm harm}$. The coverage difference is

$$\Delta\theta=\frac{R_qo}{1+R_qo}-\frac{o}{1+o}.$$

Setting its derivative to zero gives $R_q/(1+R_qo)^2=1/(1+o)^2$. Taking the positive root, $\sqrt{R_q}(1+o)=1+R_qo$, hence $o=1/\sqrt{R_q}$ and

$$\Delta\theta_{\max}=\frac{\sqrt{R_q}}{\sqrt{R_q}+1}-\frac1{1+\sqrt{R_q}}=\frac{\sqrt{R_q}-1}{\sqrt{R_q}+1}=0.555 .$$

Our difference, $0.74-0.19=0.55$, is almost this large because $o=0.236$ lies near $1/\sqrt{12.2}=0.286$. At very low pressure the difference vanishes, but the ratio of the coverages tends to 12.2. Near saturation it is the fraction of empty cells that differs by this factor.

## Reading the spread

Choosing between the limits changes the rate constant and $\theta/(1-\theta)$ as much as a shift of the well depth by $kT\ln12.2=0.065$ eV. Converging the well depth more finely does not remove this contribution to the uncertainty; the lateral motion has to be treated as well.

The spread is not an error bar, however. By (2) it grows with the barrier: $q_{\rm free}/q_{\rm harm}$ is 6.1 for $W=0.05$ eV and 24.5 for 0.20 eV, with prefactor ratios of 2.2 and 8.9. Yet a higher barrier also makes the free limit less relevant. In our example, replacing the harmonic by the hindered motion changes $q$ by a factor $24.52/20.33=1.21$, equivalent to 0.005 eV. For this cosine potential, knowing the barrier therefore removes most of the uncertainty, because $W$ fixes the whole shape, including the curvature at the minimum. On a real surface the barrier alone does not fix the shape: adding $sW[1-\cos(4\pi x/a)]$ with small $s$ in each direction leaves the barrier at $W$ but multiplies the curvature at the minimum by $1+8s$. The classical $q_{\rm harm}$, equal to $1/u^2$ for the two modes, is divided by the same factor. The harmonic limit must therefore be built on the curvature at the minimum, not on the barrier. This alone does not make it a good estimate of $q$, which depends on the potential across the whole cell. The thresholds $0.516\,kT$ and $0.968\,kT$, derived for the cosine, do not carry over either. A flattened well can break the lower bound at our own barrier: for $s=-0.1$ and $W=0.10$ eV, $q_{\rm harm}\approx102$ exceeds the true value of about 45, and the harmonic entropy lies about 8 J/(mol K) above the true one.

These figures cover the lateral motion in this separable potential. Anharmonic hindered rotations, coupling between modes and motion of the surface atoms are outside the bounds. The numerical output follows.

## Values computed for the example and the checks

```
temperature: 300 K; pressure: 100 Pa
molecular mass: 28 u; bond: 1.13 angstrom
cell side a: 3.0 angstrom
barrier W: 0.10 eV; well depth D: 0.65 eV
three stiff modes, each: 400 cm^-1
kT: 0.02585 eV; W/kT: 3.868
thermal wavelength: 0.1905 angstrom
lateral wavenumber: 46.15 cm^-1
lateral h nu/kT: 0.2213
threshold W/kT for q ordering: 0.516
threshold W/kT for entropy ordering: 0.968
threshold W for entropy ordering: 0.0250 eV
rotational q: 108.30
rotational entropy: 47.27 J/(mol K)
entropy of three stiff modes: 12.20 J/(mol K)
q of three stiff modes: 0.09062
common counting entropy at theta = 0.01: 46.60 J/(mol K)
harmonic: lateral q = 20.33
harmonic: lateral entropy = 41.74 J/(mol K)
harmonic: lateral + stiff entropy = 53.94 J/(mol K)
harmonic: prefactor = 5.136e+15 s^-1
harmonic: activation energy = 0.5756 eV
harmonic: desorption rate constant = 1.097e+06 s^-1
harmonic: theta/(1-theta) = 0.2358; theta = 0.1908
hindered: lateral q = 24.52
hindered: lateral entropy = 45.05 J/(mol K)
hindered: lateral + stiff entropy = 57.25 J/(mol K)
hindered: prefactor = 3.449e+15 s^-1
hindered: activation energy = 0.5702 eV
hindered: desorption rate constant = 9.097e+05 s^-1
hindered: theta/(1-theta) = 0.2844; theta = 0.2214
free: lateral q = 248.04
free: lateral entropy = 54.16 J/(mol K)
free: lateral + stiff entropy = 66.35 J/(mol K)
free: prefactor = 1.154e+15 s^-1
free: activation energy = 0.6017 eV
free: desorption rate constant = 8.992e+04 s^-1
free: theta/(1-theta) = 2.8774; theta = 0.7421
classical q ratio pi W/kT: 12.152
q ratio free/harmonic: 12.202
entropy spread: 12.42 J/(mol K) = 1.493 k
T times entropy spread: 0.0386 eV
prefactor ratio harmonic/free: 4.452
free limit at harmonic heat: theta = 0.5122
largest coverage difference at any pressure: 0.5549
W = 0.05 eV: q ratio 6.09, prefactor ratio 2.23
W = 0.20 eV: q ratio 24.50, prefactor ratio 8.87
```
